# Bistable interface coverage of attractive dopants in mean field

In a mean-field model at 773 K, a silicide holding $1\times10^{20}$ dopants per cm³ can be in local balance with three coverages of its silicon interface: 0.030, 0.393 and 0.990. These are fractions of the available interface sites, computed for one set of model energies. Without attraction between dopants, the same reservoir would give the single coverage 0.023. The derivation below shows where the extra solutions come from, which of them are locally stable, and how strong the attraction must be.

## Model and conventions

The interface has $M$ equivalent sites, each empty ($n_i=0$) or holding one dopant ($n_i=1$), and each site has $z$ neighbours. A dopant gains energy $E$ on moving from the reservoir to an isolated interface site, and a further $w$ for each occupied neighbour. Positive $E$ and $w$ mean binding. With reservoir site energy zero,

$$H=-E\sum_i n_i-w\sum_{\langle ij\rangle}n_in_j ,$$

where each neighbour pair is counted once. Define

$$W=zw,\qquad \tau=k_BT .$$

$W$ is the energy a dopant gains from its neighbours in a full layer. It is this quantity, not the single bond $w$, that will be compared with $4\tau$. The algebra is in atomic units, with energies and $\tau$ in hartree; examples use eV, nm, cm and K. Vibrational and electronic entropies are left out.

## The mean-field grand potential

Let the interface exchange dopants with a reservoir at chemical potential $\mu$. The true probability of a configuration is $P=e^{-(H-\mu N)/\tau}/\Xi$, with $N=\sum_i n_i$, and the true grand potential is $\Omega=-\tau\ln\Xi$. For any trial distribution $P_0$, the inequality $\ln y\le y-1$ with $y=P/P_0$ gives

$$\sum P_0\ln\frac{P_0}{P}\ \ge\ \sum P_0\left(1-\frac{P}{P_0}\right)=0 .$$

Inserting $\ln P=-(H-\mu N)/\tau-\ln\Xi$ and multiplying by $\tau$ yields

$$\Omega\le\langle H-\mu N\rangle_0+\tau\sum P_0\ln P_0 .$$

Mean field takes sites to be occupied independently with probability $\theta$. Then $\langle n_in_j\rangle_0=\theta^2$. There are $Mz/2$ pairs, so the pair energy per site is $-zw\theta^2/2=-W\theta^2/2$. The bound per site becomes

$$\omega(\theta)=-(\mu+E)\theta-\frac W2\theta^2+\tau[\theta\ln\theta+(1-\theta)\ln(1-\theta)] .$$

Allowing different $\theta_i$ on different sites would not lower the bound. For $w>0$, $-w\theta_i\theta_j\ge-w(\theta_i^2+\theta_j^2)/2$, so the total is at least $\sum_i\omega(\theta_i)$, which is at least $M$ times the minimum of $\omega$.

## The isotherm

The reservoir is an ideal random mixture with occupied site fraction $x$. Its free energy per site is $\tau[x\ln x+(1-x)\ln(1-x)]$, and differentiation gives

$$\mu=\tau\ell,\qquad \ell=\ln\frac{x}{1-x}.$$

The derivative of the interface mixing term is $\tau\ln[\theta/(1-\theta)]$, since the two constants cancel. Hence $\omega'(\theta)=0$ reads

$$\tau\ln\frac{\theta}{1-\theta}=\tau\ell+E+W\theta,$$

or

$$\boxed{\frac{\theta}{1-\theta}=\frac{x}{1-x}\exp\left(\frac{E+W\theta}{\tau}\right)} .$$

For $W=0$ this is the usual segregation law for independent dopants. For $W>0$ the layer deepens its own binding as it fills. That feedback competes with mixing entropy.

## Why the threshold is four

Solve the isotherm for the reservoir variable instead of the coverage:

$$\ell=g(\theta),\qquad g(\theta)=\ln\frac{\theta}{1-\theta}-\frac{E+W\theta}{\tau}.$$

Its slope is

$$g'(\theta)=\frac1{\theta(1-\theta)}-\frac W\tau=\frac{\omega''(\theta)}\tau .$$

Thus a rising part of $g$ consists of local minima of $\omega$, and a falling part of local maxima. Because $\theta(1-\theta)=\frac14-(\theta-\frac12)^2\le\frac14$,

$$g'(\theta)\ge4-\frac W\tau,$$

with equality at $\theta=\frac12$.

If $W<4\tau$, $g$ rises everywhere, from $-\infty$ at $\theta=0$ to $+\infty$ at $\theta=1$. Each reservoir concentration then gives one coverage. At $W=4\tau$ the slope vanishes at the single point $\theta=\frac12$, so $g$ is still strictly increasing and the coverage is still unique. With $u=\theta-\frac12$,

$$\ln\frac{1/2+u}{1/2-u}=2\,\mathrm{artanh}(2u)=4u+\frac{16}{3}u^3+\cdots .$$

The attraction cancels the linear term, leaving $u\simeq(3\,\delta\ell/16)^{1/3}$, where $\delta\ell$ is measured from the symmetric point. The coverage responds infinitely steeply there, but does not jump.

If $W>4\tau$, the slope vanishes where $\theta(1-\theta)=\tau/W$, that is at

$$\theta_\pm=\frac{1\pm s}{2},\qquad s=\sqrt{1-\frac{4\tau}{W}} .$$

Now $g$ rises to a local maximum at $\theta_-$, falls to a local minimum at $\theta_+$, and rises again. For

$$g(\theta_+)<\ell<g(\theta_-)$$

each of the three monotonic parts is crossed once. The outer two solutions are locally stable and the middle one is unstable. Outside this interval there is one solution; at an endpoint, two solutions have merged into an inflection of $\omega$, which is not a minimum. So $W>4\tau$ opens a bistable window, and the reservoir concentration must also lie inside it.

## Width of the window

At the turning points, $\theta_\pm/(1-\theta_\pm)=(1\pm s)/(1\mp s)$, whose logarithm is $\pm2\,\mathrm{artanh}\,s$. Substitution gives

$$g(\theta_\mp)=\ell_0\pm\left(\frac{Ws}{2\tau}-2\,\mathrm{artanh}\,s\right),\qquad \ell_0=-\frac{E+W/2}{\tau}.$$

The full width is therefore

$$\Delta\ell=\frac{Ws}{\tau}-4\,\mathrm{artanh}\,s .$$

$E$ moves the window without changing its width. Near threshold, $W/\tau=4/(1-s^2)$ gives

$$\Delta\ell=4(s+s^3+\cdots)-4\left(s+\frac{s^3}{3}+\cdots\right)\simeq\frac83s^3 .$$

The window opens slowly, so an attraction just above $4\tau$ produces bistability in a very narrow range of concentration.

## Which state has the lower grand potential

Set $\ell=\ell_0$, so that $\mu+E=-W/2$. Then

$$\omega=\frac W2\theta(1-\theta)+\tau[\theta\ln\theta+(1-\theta)\ln(1-\theta)],$$

which is unchanged by $\theta\to1-\theta$. The two minima are equally deep and can coexist. Write their coverages as $(1\pm m)/2$. The isotherm becomes $2\,\mathrm{artanh}\,m=Wm/(2\tau)$, or

$$m=\tanh\frac{Wm}{4\tau}.$$

Just above threshold, expanding the hyperbolic tangent gives $m\simeq\sqrt3\,s$. The coexistence coverages therefore lie outside the stability limits, for which the corresponding quantity is $s$.

Away from $\ell_0$, each minimum changes as $d\omega/d\mu=-\theta$, because its first derivative with respect to $\theta$ is zero. Raising $\mu$ lowers the rich minimum faster. The rich layer is favoured above $\ell_0$ and the poor layer below it; within the window, the other minimum is metastable. A layer that stays uniform and always relaxes downhill in $\omega$ would jump up at $g(\theta_-)$ and down at $g(\theta_+)$.

## A silicide contact

The example takes its temperature and geometry from a dopant-segregated nickel silicide contact on Si(001), annealed at 773 K, about 500 °C. The energies $E=0.15$ eV, $w=0.14$ eV and $z=4$ are round model choices, not measured values for a particular dopant. They give $W=0.56$ eV. The reservoir is the silicide, with a rough site density of $4\times10^{22}$ cm⁻³. A rough silicon lattice constant $a=0.543$ nm gives $2/a^2=6.78\times10^{14}$ interface sites per cm².

The thermal energy is 0.0666 eV, so the threshold is

$$4\tau=0.266\ \mathrm{eV}=0.00979\ \mathrm{hartree}.$$

Here $W/\tau=8.41$, and the mean-field critical temperature $W/(4k_B)$ is 1625 K. The stability parameter is

$$s=\sqrt{1-0.2664/0.56}=0.724,$$

so $\theta_-=0.138$ and $\theta_+=0.862$. The width is

$$\Delta\ell=8.407\times0.7240-4\,\mathrm{artanh}(0.7240)=2.42 .$$

Converting $\ell$ to $x$ and multiplying by the reservoir site density gives:

| Reservoir state | Dopants, cm⁻³ |
|---|---:|
| Lower stability limit | $1.87\times10^{19}$ |
| Coexistence | $6.28\times10^{19}$ |
| Upper stability limit | $2.10\times10^{20}$ |

At coexistence, the mean-field coverages are 0.017 and 0.983. At $1\times10^{20}$ cm⁻³, $x=0.0025$, and root finding on the three monotonic parts gives:

| Solution | Coverage | $\omega$, eV per site |
|---|---:|---:|
| Poor, metastable | 0.0297 | −0.0018 |
| Unstable | 0.3926 | 0.0100 |
| Rich, favoured | 0.9899 | −0.0317 |

The rich state is favoured because this concentration exceeds coexistence. The hump, about 0.012 eV per site above the poor state, is the cost of filling the whole layer uniformly. It is not the barrier for a small patch.

For implementation, compute $\theta_\pm$ first and solve $g(\theta)=\ell$ separately in $(0,\theta_-)$, $(\theta_-,\theta_+)$ and $(\theta_+,1)$ when $\ell$ is inside the window. Working with $\ell$ avoids large exponentials. For equilibrium, select the lower $\omega$; for a uniform-layer sweep, keep the current branch until it ends.

## Fluctuations and the meaning of bistability

Independent occupation becomes accurate when every site attracts every other with strength $W/M$. With $N=M\theta$ dopants, the pair energy is then $-WN(N-1)/(2M)$, and the binomial number of arrangements supplies the mixing entropy. For large $M$, the logarithm of the probability per site tends to $-\omega/\tau$ plus a constant. In that long-range model, the factor four is the true large-system threshold.

Nearest-neighbour attraction on a square lattice behaves differently. Put $n_i=(1+\sigma_i)/2$ with $\sigma_i=\pm1$. Each pair term contains $-(w/4)\sigma_i\sigma_j$, so this is an Ising model with $K=w/(4\tau)$. Its low-temperature expansion sums closed domain walls with weight $e^{-2K}$ per bond. Its high-temperature expansion sums closed loops with weight $\tanh K$ per bond. The two expansions exchange under duality, and the single critical point is where the weights agree. With $q=e^{-2K}$,

$$\frac{1-q}{1+q}=q\quad\Rightarrow\quad q^2+2q-1=0\quad\Rightarrow\quad q=\sqrt2-1 .$$

Thus $K=\frac12\ln(1+\sqrt2)$. Since $W=4w=16K\tau$, phase separation needs

$$\frac W\tau>8\ln(1+\sqrt2)=7.05 .$$

The example passes this stricter condition, but its critical temperature drops from 1625 K to 922 K. The symmetry $n_i\to1-n_i$ leaves the coexistence concentration unchanged. The known square-lattice solution, quoted here without derivation, gives

$$m=[1-\sinh^{-4}(2K)]^{1/8},\qquad \lambda=\tau[2K+\ln\tanh K],$$

where $\lambda$ is the free energy of a straight edge per site length. For $K=0.14/(4\times0.06661)$, the coexistence coverages are 0.031 and 0.969, and $\lambda=0.0214$ eV.

A rich patch can grow inside a poor layer without the whole layer crossing the hump. For a square patch with side $L$ sites,

$$\Delta\Omega=4\lambda L-GL^2,\qquad G\simeq m\tau(\ell-\ell_0).$$

$G$ follows from $d\omega/d\mu=-\theta$ and the coverage difference $m$ at coexistence. Setting the derivative to zero gives

$$L_*=\frac{2\lambda}{G},\qquad \Delta\Omega_*=\frac{4\lambda^2}{G}.$$

At a reservoir fraction 10% above coexistence, the side is 7.2 sites and the barrier 0.31 eV, or about $4.6\tau$; this is the edge-and-area term alone. The rounded equilibrium shape lowers it to 0.24 eV, but the formula omits free-energy corrections for small patches, and here these are larger than the term kept. Taking the free energy of a cluster as $-\tau\ln$ of its number per site, the cluster statistics of this lattice model put the barrier near $12\tau$, about 0.8 eV, for a cluster of several tens of dopants. At the $1\times10^{20}$ cm⁻³ of the table the formula gives 0.06 eV and a side of 1.5 sites. Such a patch is too small for a continuum barrier: placing one isolated dopant already costs $-E-\mu=0.25$ eV. The formula therefore gives no lifetime for the poor state there. At the upper mean-field limit the formula gives 0.024 eV and 0.56 sites. A patch smaller than one site shows that the continuum estimate has broken down; it offers no support for a long-lived poor layer there. With short-range attraction, the full concentration window should therefore not be read as a predicted hysteresis loop. A lifetime would require attempt rates and the actual interface defects.

## Charge on the dopants

Suppose each dopant carries charge $q_d$ at height $d$ above a metal. In a medium of relative permittivity $\varepsilon$, a pair at lateral distance $r$ has repulsion

$$v(r)=\frac{q_d^2}{\varepsilon}\left(\frac1r-\frac1{\sqrt{r^2+4d^2}}\right).$$

The second term comes from the image charge. Random occupation gives energy $\frac12q_d^2U\theta^2$ per site, where $U$ is the sum over all other sites for unit charge. Comparison with $-W\theta^2/2$ shows that

$$W\to W-q_d^2U .$$

A dopant's interaction with its own image belongs in $E$.

For a square lattice of spacing $a/\sqrt2$, $d=a/4=0.136$ nm and rough $\varepsilon=12$, direct summation with an integral for the distant tail gives $U=0.60$ eV. With the short-range attraction held at 0.56 eV, unit charge makes the net interaction −0.035 eV, a repulsion. Two stable uniform coverages in mean field then require

$$q_d<\sqrt{\frac{0.56-0.2664}{0.5951}}=0.70$$

electron charges. This condition is necessary, not sufficient. The repulsion falls only as $1/r^3$, so the net attraction is strongest for a coverage wave of finite wavelength rather than for a uniform change. Even at the symmetric point, both uniform states resist small waves only for $q_d<0.67$, and patterned layers, which the uniform criterion leaves out, can be favoured. Bulk permittivity at atomic distances is a rough approximation. The charge per dopant is also held fixed here, whereas in a real dense layer electrons may neutralise part of it as the layer fills. Within these assumptions $U$ is comparable with $W$ for unit charge, so charge is not a small correction. Its size depends steeply on the assumed height: $U=0.17$ eV at $d=a/8$, where unit charge leaves $W-U$ above $4\tau$, and 1.78 eV at $d=a/2$, where the uniform limit falls from 0.70 to 0.41.

## A film with a fixed dose

A thin silicide is depleted as its interface fills. Let $N_s$ be the interface site density, $n_b$ the reservoir site density and $h$ the film thickness. If the film stays uniform, the dose per area is

$$D=N_s\theta+n_bhx .$$

Let $f=\omega+\mu\theta$ be the interface free energy per site. At fixed $D$, $dx/d\theta=-N_s/(n_bh)$, so the total free energy $F$ per area obeys

$$F'=N_s\left[f'-\tau\ln\frac{x}{1-x}\right],\qquad
F''=N_s\left[f''+\frac{N_s\tau}{n_bh\,x(1-x)}\right].$$

$F'=0$ recovers the isotherm. Along the isotherm, where $D$ varies, $dx/d\theta=x(1-x)f''/\tau$. Eliminating $f''$ gives

$$F''=\frac{N_s\tau}{n_bh\,x(1-x)}\frac{dD}{d\theta}.$$

Two uniform stable states therefore require a falling part of $D(\theta)$:

$$h>h_{\min}=\frac{N_s}{\max_\theta[-n_b\,dx/d\theta]_{\rm isotherm}} .$$

Numerical maximisation gives $h_{\min}=12.7$ nm. A 20 nm film passes: if it stays uniform, it is bistable for doses from $4.62\times10^{14}$ to $5.27\times10^{14}$ cm⁻², the turning points of $D(\theta)$. A film thinner than $h_{\min}$ has only one uniform state at any dose, but this does not by itself prevent rich and poor patches. Moving a small amount of coverage between two equal areas leaves the dose unchanged and lowers the energy wherever $f''<0$. In the 20 nm film this makes the rich state unstable to patches throughout the bistable range, because its coverage stays between $\theta_-$ and $\theta_+$; near the upper dose the poor state passes $\theta_-$ and becomes unstable to patches as well. For both states to resist such small variations of coverage, $D(\theta_-)$ must exceed $D(\theta_+)$, which here needs $h>25.7$ nm. Even then, a layer divided into separate rich and poor areas can have a lower free energy than either uniform state.

## Use for real contacts

Real silicide contacts depart from the example in several ways. Dopants may be pushed along by the growing silicide, so their final distribution need not be an equilibrium one. With rough silicon diffusion parameters of 10 cm²/s and 4 eV, the diffusion length $\sqrt{D_{\rm Si}t}$ in 60 s at 773 K is $2\times10^{-5}$ nm. Silicon is then effectively frozen, which is why the silicide was taken as the reservoir. Equilibration across 20 nm in 60 s needs a silicide diffusivity of about $h^2/t=7\times10^{-14}$ cm²/s; whether a given film reaches it must be established separately. An attraction $W$ of equal strength inside the silicide would shift the reservoir energy by at most $Wx=0.003$ eV in the window, small beside $\tau$. Precipitation in the reservoir is omitted and could cap $x$ before the upper limit. The largest computed change is from charge, which for unit charge at $d=a/4$ cancels the attraction summed over a full layer, even while nearest neighbours still attract. The mean-field concentration limits should be used for a contact only if its attraction is long-ranged enough to keep the layer uniform, and if its net attraction, dopant charge and exchange with the silicide are known.
